# Series Resistance of a Thin Barrier Across a Via Bottom

## Problem

A vertical copper via joins two levels of wiring on a chip. Its opening in the surrounding insulator is a square of side $w=20$ nm. A conducting barrier film, which keeps copper from diffusing into the insulator, lies flat across the bottom of the via. The film has thickness $t=2$ nm and resistivity $\rho=200\ \mu\Omega\,$cm. Copper touches the whole square on both faces of the film, and the side walls are bare for the present.

(a) What resistance does the film add in series, if it is inserted while the lengths of copper above and below it stay the same?

(b) What is the net increase if the film instead takes the place of 2 nm of copper? Take $\rho_{\rm Cu}=5\ \mu\Omega\,$cm.

(c) The same barrier now also coats the side walls, 2 nm thick, inside the same 20 nm opening. The copper core is then 16 nm wide. How far does this change the answer?

## A tempting solution

The film is a thin conducting layer, and thin layers are described by their sheet resistance $R_\square=\rho/t$. A square piece of any size has resistance $R_\square$. The film in the via is a square, so one writes

$$
R=\frac{\rho}{t}=\frac{2\times10^{-6}\ \Omega\,\mathrm m}{2\times10^{-9}\ \mathrm m}=1000\ \Omega .
$$

The units are right and the arithmetic is right. The result also has a curious property: the width of the via has dropped out, and a thicker barrier would have a lower resistance.

## Where it fails

The resistance of a uniform bar is $\rho$ times the length *along the current*, divided by the area *across the current*. Sheet resistance applies this rule to current that runs in the plane of the film, from one edge to the opposite edge. The length is then $w$, the area is the edge face $wt$, and

$$
\frac{\rho w}{wt}=\frac{\rho}{t}.
$$

In the via, current comes down from the copper above, crosses the film and enters the copper below. The length along the current is the thickness $t$, and the area across it is the square $w^2$. The tempting solution answers a question about a film with contacts on two opposite edges, whereas this film has contacts on its two large faces.

The size of the error follows from the ratio of the two expressions:

$$
\frac{\rho/t}{\rho t/w^2}=\frac{w^2}{t^2}=\left(\frac{20}{2}\right)^2=100 .
$$

One factor of $w/t$ comes from the wrong length, and the other from the wrong area.

## (a) The film inserted between fixed lengths of copper

Let the $z$ axis point upward, with the lower face of the film at $z=0$ and the upper face at $z=t$. A current $I>0$ flows downward. If it is spread evenly over the square, the current density is

$$
J_z=-\frac{I}{w^2}.
$$

The film is taken to be ohmic, so the electric field is $E_z=\rho J_z=-\rho I/w^2$. The potential $\phi$ obeys $E_z=-d\phi/dz$, and the upper face is therefore above the lower face by

$$
V=\phi(t)-\phi(0)=-\int_0^t E_z\,dz=\frac{\rho I}{w^2}\int_0^t dz=\frac{\rho t}{w^2}\,I .
$$

The two minus signs, one from the direction of the current and one from the definition of the potential, cancel. Dividing by $I$ gives

$$
R=\frac{V}{I}=\frac{\rho t}{w^2}. \tag{1}
$$

The even spreading was assumed, and it needs a reason. Consider the whole stack: copper of length $L_1$, the film, and copper of length $L_2$, all with the same square cross-section, and with the two end faces held at fixed potentials. Try the same constant $J_z$ everywhere. This current has no divergence, so charge does not build up. It runs parallel to the side walls, so none enters the insulator. The potential it implies depends on $z$ alone, so it is constant over each end face and can be joined continuously at each interface. All conditions of the problem are met.

There is no second solution. Let $u$ be the difference of two potentials that meet the same conditions, and let $\sigma=1/\rho$ be the local conductivity. Then $\nabla\cdot(\sigma\nabla u)=0$, with $u=0$ on the end faces and no normal current at the side walls. Integration by parts gives

$$
\int\sigma|\nabla u|^2\,dv=\oint u\,\sigma\nabla u\cdot d\mathbf S-\int u\,\nabla\cdot(\sigma\nabla u)\,dv=0 .
$$

The surface term vanishes because either $u$ or the normal current is zero on every part of the surface. Since $\sigma>0$, the gradient of $u$ is zero everywhere, and as $u$ vanishes on the end faces, $u=0$.

The total voltage is the sum of the drops in the three layers:

$$
V_{\rm total}=\frac{I}{w^2}\left(\rho_{\rm Cu}L_1+\rho t+\rho_{\rm Cu}L_2\right).
$$

Taking the film out at fixed $L_1$ and $L_2$ removes the middle term. For this straight stack with fixed potentials on its end faces, the added resistance is thus equation (1), whatever the copper resistivity may be.

For the numbers, the resistivity is converted first. One microohm is $10^{-6}\ \Omega$ and one centimetre is $10^{-2}$ m, so $1\ \mu\Omega\,$cm is $10^{-8}\ \Omega\,$m, and

$$
\rho=200\times10^{-8}\ \Omega\,\mathrm m=2\times10^{-6}\ \Omega\,\mathrm m .
$$

The area is $w^2=(20\times10^{-9}\ \mathrm m)^2=4\times10^{-16}\ \mathrm m^2$. Then

$$
R=\frac{(2\times10^{-6})(2\times10^{-9})}{4\times10^{-16}}\ \Omega
=\frac{4\times10^{-15}}{4\times10^{-16}}\ \Omega=10\ \Omega .
$$

The copper itself gives a scale for this value. A plug 20 nm tall with the same cross-section has resistance

$$
\frac{\rho_{\rm Cu}L}{w^2}=\frac{(5\times10^{-8})(20\times10^{-9})}{4\times10^{-16}}\ \Omega=2.5\ \Omega .
$$

The film is ten times shorter than the plug but forty times more resistive, so its resistance is four times larger.

### What the formula says about dimensions

Resistance is proportional to thickness. At fixed width, a 4 nm film would add 20 Ω, and a film 10% thicker than the original would add 11 Ω. The dependence on width is stronger. At fixed thickness, a 10 nm via would have a quarter of the area, and its film would add 40 Ω. For a via 10% narrower than the original,

$$
R=\frac{10\ \Omega}{(0.9)^2}=12.35\ \Omega ,
$$

an increase of about 23%. The first-order rule, $\Delta R/R\approx-2\,\Delta w/w$, would give 20%; the rest comes from the curvature of $1/w^2$.

If all three lengths $t$, $w$ and the plug height shrink by the same factor $s<1$ at fixed resistivities, every resistance in the stack grows as $s/s^2=1/s$. If the barrier must keep its thickness to remain a barrier, its resistance grows as $1/s^2$ while that of the plug grows as $1/s$. Under those conditions the film takes a growing share of the total.

## (b) The film in place of copper

Now the total height is fixed. With the film present, the layer between $z=0$ and $z=t$ contributes $\rho t/w^2$. Without it, the same layer is copper and contributes $\rho_{\rm Cu}t/w^2$. The net increase is the difference:

$$
\Delta R=\frac{(\rho-\rho_{\rm Cu})\,t}{w^2}. \tag{2}
$$

Since $\rho-\rho_{\rm Cu}=195\ \mu\Omega\,\mathrm{cm}=1.95\times10^{-6}\ \Omega\,$m,

$$
\Delta R=\frac{(1.95\times10^{-6})(2\times10^{-9})}{4\times10^{-16}}\ \Omega=9.75\ \Omega .
$$

Equation (2) goes to zero when the film is as conductive as copper, as it must, because nothing has then been changed. When $\rho\gg\rho_{\rm Cu}$ it approaches equation (1). Here the two differ by 2.5% of the film resistance, which is the ratio $\rho_{\rm Cu}/\rho=5/200$.

## (c) Side walls coated as well

A second tempting step is to put the 16 nm core width into equation (2). That gives

$$
\frac{(1.95\times10^{-6})(2\times10^{-9})}{(16\times10^{-9})^2}\ \Omega=15.23\ \Omega .
$$

This would hold if all the current went straight down beneath the core. But the bottom film extends 2 nm beyond the core on each side, and the barrier on the side walls conducts too. Current can leave the sides of the core, pass through the side barrier and reach the outer part of the bottom film. The current density is no longer uniform, and equation (1) cannot be applied with either width.

### Two bounds

The possible range can be narrowed by hand if copper is treated as a perfect conductor. The core then has one potential $V$, and the copper below has potential zero. Let $R_b$ be the resistance of the barrier between them.

**Lower bound.** Let $\phi$ be the true potential and $\phi+u$ a trial potential with the correct values on the copper, so that $u=0$ there. The trial power is

$$
\int\sigma|\nabla(\phi+u)|^2dv=\int\sigma|\nabla\phi|^2dv+\int\sigma|\nabla u|^2dv+2\int\sigma\nabla\phi\cdot\nabla u\,dv .
$$

The last integral vanishes by parts, because $\nabla\cdot(\sigma\nabla\phi)=0$, $u=0$ on the copper, and no true current crosses the insulating walls. The trial power is therefore at least the true power $V^2/R_b$. Choose a trial potential that rises as $Vz/t$ through the bottom film and equals $V$ in all the side barrier above it. Its power is $\sigma(V/t)^2w^2t=V^2w^2/(\rho t)$. Hence

$$
\frac{V^2}{R_b}\le\frac{V^2w^2}{\rho t},\qquad R_b\ge\frac{\rho t}{w^2}=10\ \Omega .
$$

**Upper bound.** Now compare the true current density $\mathbf J$ with a trial current $\mathbf J+\mathbf d$ that conserves charge, stays out of the insulator and carries the same total $I$. The trial power is

$$
\int\rho|\mathbf J+\mathbf d|^2dv=I^2R_b+\int\rho|\mathbf d|^2dv+2\int\rho\mathbf J\cdot\mathbf d\,dv .
$$

With $\rho\mathbf J=-\nabla\phi$ and $\nabla\cdot\mathbf d=0$, the last integral becomes a surface integral of $-\phi\,\mathbf d$. It vanishes because $\phi$ is constant on each piece of copper and $\mathbf d$ carries no net current through either. So $I^2R_b$ is at most the trial power.

For the trial, let current go straight down beneath the core, and add a path along each of its four sides. Let $s=2$ nm be the side-barrier thickness, $\ell=16$ nm the length of a side, and $x$ the distance outward from the core wall. In the bottom film, $0<z<t$, take a uniform downward density $K$. Just above it, for $t<z<t+h$, take

$$
j_x=K\,\frac{s-x}{h},\qquad j_z=-K\,\frac{t+h-z}{h}.
$$

The divergence is $-K/h+K/h=0$. The outward component vanishes at the insulator, $x=s$, and the vertical component matches $-K$ at $z=t$ and falls to zero at $z=t+h$. The power in this path is

$$
P=\rho K^2\ell\left(st+\frac{sh}{3}+\frac{s^3}{3h}\right),
$$

where the last two terms are the integrals of $j_z^2$ and $j_x^2$ above the film. Setting the derivative with respect to $h$ to zero gives $s/3=s^3/(3h^2)$, so $h=s$ is the best choice. The current in the path is $K\ell s$, and its resistance is

$$
\frac{P}{(K\ell s)^2}=\frac{\rho\,(t+2s/3)}{\ell s}=\frac53\,\frac{\rho t}{\ell s}\qquad(s=t).
$$

Each side strip thus acts as if $3/5$ of its area $\ell s=32\ \mathrm{nm}^2$ carried straight current, which is $19.2\ \mathrm{nm}^2$. The trial power at fixed total current is least when the voltages along the five paths are equal, so the paths combine in parallel and their areas add:

$$
A=16^2+4\times19.2=332.8\ \mathrm{nm}^2,\qquad
R_b\le10\ \Omega\times\frac{400}{332.8}\approx12.0\ \Omega .
$$

The four small corners were given no current, which can only raise this bound. For perfectly conducting copper, then, $R_b$ lies between 10 and about 12 Ω. The 16 nm estimate is too high because it discards all current through the outer part of the bottom film. Some of that current spreads sideways within the film itself, and some arrives through the side barrier.

### The field solution

With copper of finite resistivity, the potential was found numerically from $\nabla\cdot(\sigma\nabla\phi)=0$. The finite-volume method divides the via into small cubes and balances the current through their faces. The model has a copper plug 20 nm tall, with a 16 nm core inside the side barrier, above the 2 nm bottom layer. Below that layer is copper 10 nm thick and 20 nm wide. The end faces have fixed potentials and the outer walls are insulating.

The net increase is the total resistance with the complete bottom film, minus the total when copper replaces the film beneath the core alone. The side barrier reaches down to the lower copper in both cases. Cubes of side 1, 0.5 and 0.25 nm give 10.95, 10.80 and 10.74 Ω. The values are still falling slightly, and the model supports a result of about 10.7 Ω.

This is about 10% above the 9.75 Ω of part (b), and well below 15.23 Ω. It is not quite the same quantity as $R_b$, since the copper removed from beneath the core has been subtracted. That copper has a resistance of only $(5\times10^{-8})(2\times10^{-9})/(2.56\times10^{-16})\ \Omega\approx0.4\ \Omega$ for straight current, so the bounds still explain why the result lies near the lower estimate.

The side barrier also narrows the copper plug along its whole height. In this model that adds about 1.6 Ω, so the fully lined via has about 12.3 Ω more than an all-copper via with the same opening. The 1.6 Ω is present in both terms of the difference above and is not counted as part of the bottom film.

## The model beside a real via

The parameters are in the regime of a tantalum nitride barrier in a narrow copper via. The value of 200 µΩ cm is a rough one; the resistivity of such films depends strongly on composition and deposition and can be much higher, in which case equation (1) scales in proportion. The copper value of 5 µΩ cm is also rough. It stands above the bulk value, near 2 µΩ cm, to allow for scattering at surfaces and grain boundaries, and a core this narrow may well have a higher one. With 10 µΩ cm the net increase in part (c) would be about 10.2 Ω. The mean free path of electrons in copper, roughly 40 nm, is also longer than the via is wide, so a local resistivity is only an effective description of the copper. If the side walls are coated as in part (c), the net increase moves from 9.75 to about 10.7 Ω in this geometry.

The fixed potentials on the end faces are a simplification too. In a chip the wires bring the current in and take it out sideways, so it crosses the film less evenly. The effect is small here because the film is much more resistive than the copper. Take an unlined via with a 20 nm plug, joined to wires 20 nm thick and as wide as the via that run off in opposite directions. The film then adds about 10.1 Ω instead of 10 Ω. The excess grows with the copper resistivity.

The model also omits the resistance of the two metal interfaces. Let each have a specific resistance $r_c$, defined as resistance times area. With a rough $r_c=5\times10^{-12}\ \Omega\,\mathrm{cm}^2$ and an area of $4\times10^{-12}\ \mathrm{cm}^2$, the two together add

$$
\frac{2r_c}{w^2}=\frac{2\times5\times10^{-12}}{4\times10^{-12}}\ \Omega=2.5\ \Omega .
$$

This is a quarter of the film resistance, and larger than the rise of about 1 Ω that the side barrier causes in the net increase. It does not shrink as the film is thinned. The bulk and interface terms become equal when $\rho t=2r_c$, or

$$
t=\frac{2r_c}{\rho}=\frac{10^{-11}\ \Omega\,\mathrm{cm}^2}{2\times10^{-4}\ \Omega\,\mathrm{cm}}=5\times10^{-8}\ \mathrm{cm}=0.5\ \mathrm{nm}.
$$

This thickness is only about two atomic layers. A film that thin may not be continuous, its resistivity need not keep the value it has at 2 nm, and bulk and interface terms can no longer be cleanly separated, so 0.5 nm is only an indication of scale. As long as $\rho$ and $r_c$ stay fixed, thinning the barrier lowers the bulk resistance given by equation (1) in proportion, but because the interface term stays, the sum of the two falls by a smaller fraction than the thickness does. If the quoted film resistivity was itself extracted from measurements across copper–barrier–copper stacks, part of the interface resistance may already be in it, and adding the 2.5 Ω in full would count that part twice.

Temperature matters less for the film. For a temperature coefficient of rough magnitude $2\times10^{-4}$ per K, a rise of 80 K changes the film resistance by $10\times2\times10^{-4}\times80\ \Omega=0.16\ \Omega$. The sign depends on the film. The copper also becomes more resistive on heating. If only the bulk part of its resistivity depends on temperature, the rise is roughly 0.3 Ω for the 20 nm plug over the same 80 K.

The answer to (a), 10 Ω, is thus the bulk resistance of a continuous, ohmic film crossed by uniform current. It would not describe a film with pinholes, where copper makes direct contact, or an insulating layer at an interface, where current would have to tunnel.
